# Bound states of a right-angle bend and a cross of hard-wall waveguides: a program that tests the result

```python
# Bound states of hard-wall waveguides with arms of width w (w = 1 below).
# Result under test: with eps = E/E1 and E1 = hbar^2 pi^2/(2 m w^2), the
# right-angle bend binds at eps near 0.93 and the symmetric cross near 0.66;
# the cross has a further, embedded state at 4 times the bend value.
# Mode matching: det M(eps) = 0, kappa_n = pi sqrt(n^2 - eps),
#   bend : M = kappa_n (1 + coth kappa_n) - s 2nm/(n^2+m^2-eps), n = 1,2,3...
#   cross: M = kappa_n (1 + tanh(kappa_n/2)) - s 4nm/(n^2+m^2-eps), n odd
# s = +1 or -1 is the parity under exchange of x and y.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, identity
from scipy.sparse.linalg import eigsh

PI = np.pi
THRESHOLD = 1 - 1e-10      # just below the first threshold


def mode_numbers(shape, size):
    n = np.arange(1, size + 1, dtype=float)
    return n if shape == "bend" else 2 * n - 1


def matching_matrix(shape, eps, size, s=1):
    n = mode_numbers(shape, size)
    kappa = PI * np.sqrt(n**2 - eps)
    if shape == "bend":
        diagonal, factor = kappa * (1 + 1 / np.tanh(kappa)), 2
    else:
        diagonal, factor = kappa * (1 + np.tanh(kappa / 2)), 4
    kernel = factor * np.outer(n, n) / (n[:, None]**2 + n[None, :]**2 - eps)
    return np.diag(diagonal) - s * kernel


def bound_energy(shape, size):
    def lowest(eps):
        return eigvalsh(matching_matrix(shape, eps, size),
                        subset_by_index=[0, 0])[0]
    return brentq(lowest, 0.3, THRESHOLD, xtol=1e-13)


def extrapolate(steps, values, powers):
    columns = [np.ones(3)] + [np.array(steps)**p for p in powers]
    return np.linalg.solve(np.column_stack(columns), np.array(values))[0]


# --- coupling elements against quadrature of the projected derivative ---
eps_test = 0.8
for n, m in [(1, 1), (1, 2), (3, 2), (4, 5)]:
    km = PI * np.sqrt(m**2 - eps_test)
    integral = quad(lambda y: np.sin(n*PI*y) * np.sinh(km*y) / np.sinh(km),
                    0, 1)[0]
    direct = 2 * m * PI * np.cos(m*PI) * integral
    formula = -(-1)**(n + m) * 2*n*m / (n**2 + m**2 - eps_test)
    assert abs(direct - formula) < 1e-8
for n, m in [(1, 1), (1, 3), (5, 3)]:
    km = PI * np.sqrt(m**2 - eps_test)
    integral = quad(lambda y: np.cos(n*PI*y) * np.cosh(km*y) / np.cosh(km/2),
                    0, 0.5)[0]
    direct = -4 * m * PI * np.sin(m*PI/2) * integral
    sign = np.sin(n*PI/2) * np.sin(m*PI/2)
    formula = -sign * 4*n*m / (n**2 + m**2 - eps_test)
    assert abs(direct - formula) < 1e-8

# --- mode-matching energies, convergence and number of states ---
sizes = [50, 100, 200, 400]
energy, table, one_mode, exponent, threshold_m11 = {}, {}, {}, {}, {}
for shape in ("bend", "cross"):
    one_mode[shape] = bound_energy(shape, 1)
    e = np.array([bound_energy(shape, size) for size in sizes])
    table[shape] = e
    assert one_mode[shape] > e[0] and np.all(np.diff(e) < 0)
    exponent[shape] = np.log2((e[1] - e[2]) / (e[2] - e[3]))
    assert abs(exponent[shape] - 4/3) < 0.1
    inverse = [1 / size for size in sizes]
    coarse = extrapolate(inverse[:3], e[:3], (4/3, 7/3))
    energy[shape] = extrapolate(inverse[1:], e[1:], (4/3, 7/3))
    assert abs(coarse - energy[shape]) < 2e-5
    even = matching_matrix(shape, THRESHOLD, 200, 1)
    odd = matching_matrix(shape, THRESHOLD, 200, -1)
    threshold_m11[shape] = even[0, 0]
    assert np.sum(eigvalsh(even) < 0) == 1
    assert eigvalsh(odd)[0] > 0
    assert eigvalsh(even[1:, 1:])[0] > 0
    # weighted row sums, with an upper bound for the omitted tail
    step, factor = (1, 2) if shape == "bend" else (2, 4)
    partners = np.arange(1 + step, 20001, step, dtype=float)
    for n in np.arange(1 + step, 60, step):
        total = np.sum(1 / (partners**2 + n**2 - 1))
        total += 1 / (step * partners[-1])
        c = np.sqrt(n**2 - 1)
        wall = 1/np.tanh(PI*c) if shape == "bend" else np.tanh(PI*c/2)
        assert factor * n**2 * total < PI * c * (1 + wall)
assert abs(energy["bend"] - 0.93) < 0.005
assert abs(energy["cross"] - 0.66) < 0.005


# --- independent road: finite differences on the whole region ---
def grid_states(mask, h, target, count):
    index = -np.ones(mask.shape, dtype=int)
    size = int(mask.sum())
    index[mask] = np.arange(size)
    rows, cols = [], []
    for a, b in ((index[:-1], index[1:]), (index[:, :-1], index[:, 1:])):
        joined = (a >= 0) & (b >= 0)
        rows.append(a[joined])
        cols.append(b[joined])
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    links = coo_matrix((np.ones(len(rows)), (rows, cols)), shape=(size, size))
    ham = (4 * identity(size) - links - links.T) / (h * PI)**2
    start = np.random.default_rng(1).normal(size=size)
    values, vectors = eigsh(ham.tocsc(), k=count, sigma=target, v0=start)
    order = np.argsort(values)
    return values[order], vectors[:, order]


grid_sizes = [16, 32, 64]
grid = {"bend": [], "cross": [], "embedded": []}
second = {}
for cells in grid_sizes:
    h = 1 / cells
    i = np.arange(1, 8 * cells)                     # arms of length 7
    mask = (i[:, None] < cells) | (i[None, :] < cells)
    values, _ = grid_states(mask, h, 0.5, 2)
    grid["bend"].append(values[0])
    second["bend"] = values[1]
    edge = cells // 2 + 4 * cells                   # arms of length 4
    i = np.arange(-edge + 1, edge)
    mask = (abs(i[:, None]) < cells//2) | (abs(i[None, :]) < cells//2)
    values, _ = grid_states(mask, h, 0.5, 2)
    grid["cross"].append(values[0])
    second["cross"] = values[1]
    values, vectors = grid_states(mask, h, 4 * energy["bend"], 8)
    found = []
    for value, vector in zip(values, vectors.T):
        psi = np.zeros(mask.shape)
        psi[mask] = vector
        parity_x = np.sum(psi * psi[::-1])
        parity_y = np.sum(psi * psi[:, ::-1])
        if parity_x < -0.99 and parity_y < -0.99:
            far = np.maximum(abs(i[:, None]), abs(i[None, :])) > 2.5 * cells
            found.append((value, np.sum(psi[far]**2)))
    state = min(found)
    grid["embedded"].append(state[0])
    far_weight = state[1]
spacing = [1 / cells for cells in grid_sizes]
fd = {key: extrapolate(spacing, val, (4/3, 2)) for key, val in grid.items()}
assert abs(fd["bend"] - energy["bend"]) < 3e-4
assert abs(fd["cross"] - energy["cross"]) < 3e-4
# the embedded state sees only half as many grid cells per channel width
assert abs(fd["embedded"] - 4 * energy["bend"]) < 3e-3
assert far_weight < 0.01
assert second["bend"] > 1 and second["cross"] > 1


# --- scattering-matrix pole: residue against the spatial norm ---
def scattering(shape, eps, size):
    mat = matching_matrix(shape, eps, size)
    g = mat[0, 0] - mat[0, 1:] @ np.linalg.solve(mat[1:, 1:], mat[1:, 0])
    return -(g - 2 * PI * np.sqrt(1 - eps)) / g


def spatial_norm(shape, eps, size):
    """Norm and junction probability for first-mode amplitude of size one."""
    n = mode_numbers(shape, size)
    kappa = PI * np.sqrt(n**2 - eps)
    mat = matching_matrix(shape, eps, size)
    b = np.concatenate([[1.0], -np.linalg.solve(mat[1:, 1:], mat[1:, 0])])
    side = 1.0 if shape == "bend" else 0.5
    nodes, weights = np.polynomial.legendre.leggauss(200)
    x, weights = side * (nodes + 1) / 2, side * weights / 2
    phase = PI * np.outer(x, n)
    if shape == "bend":
        a, across, sign = b * np.cos(n * PI), np.sin(phase), -1
    else:
        a, across, sign = b * np.sin(n * PI / 2), np.cos(phase), 1
    along = np.exp(np.outer(x - side, kappa))
    along *= 1 + sign * np.exp(-2 * np.outer(x, kappa))
    along /= 1 + sign * np.exp(-2 * kappa * side)
    half = (along * a) @ across.T
    junction = weights @ (half + half.T)**2 @ weights
    arms = 2 * np.sum(a**2 * (side / 2) / (2 * kappa))
    copies = 1 if shape == "bend" else 4
    return copies * (junction + arms), junction / (junction + arms)


residue, predicted, junction_part = {}, {}, {}
for shape, arm_count in (("bend", 2), ("cross", 4)):
    size, delta = 40, 1e-4
    root = bound_energy(shape, size)
    jump = (scattering(shape, root + delta, size)
            - scattering(shape, root - delta, size))
    residue[shape] = PI**2 * delta * jump / 2
    norm, _ = spatial_norm(shape, root, size)
    tail_squared = 0.5 / norm        # each arm, normalised transverse mode
    predicted[shape] = -2*PI*np.sqrt(1 - root) * arm_count * tail_squared
    assert abs(residue[shape] / predicted[shape] - 1) < 1e-4
    fine_root = table[shape][1]
    junction_part[shape] = spatial_norm(shape, fine_root, sizes[1])[1]

# --- worked example with round model parameters ---
mass_ratio, width_nm = 0.07, 20.0
width = width_nm * 1e-9
e1 = (const.hbar * PI / width)**2 / (2 * mass_ratio * const.m_e)
e1_mev = e1 / const.e * 1e3

print("Energies eps are in units of the first threshold E1")
for shape in ("bend", "cross"):
    print(f"{shape}: M11 at threshold (w=1) = {threshold_m11[shape]:.4f}")
    print(f"{shape}: one-mode upper bound eps = {one_mode[shape]:.4f}")
    for size, value in zip(sizes, table[shape]):
        print(f"{shape}: eps with {size} modes = {value:.6f}")
    print(f"{shape}: convergence exponent = {exponent[shape]:.3f}")
    print(f"{shape}: extrapolated eps = {energy[shape]:.5f}")
    print(f"{shape}: finite-difference eps = {fd[shape]:.5f}")
    print(f"{shape}: next box level, finest grid, eps = {second[shape]:.4f}")
    print(f"{shape}: S residue in k^2, 40 modes (1/w^2) = "
          f"{residue[shape]:.5f}")
    print(f"{shape}: residue from spatial norm (1/w^2) = "
          f"{predicted[shape]:.5f}")
    print(f"{shape}: probability in junction square = "
          f"{junction_part[shape]:.4f}")
print(f"embedded cross state: 4 x bend eps = {4*energy['bend']:.4f}")
print(f"embedded cross state: finite-difference eps = {fd['embedded']:.4f}")
print(f"embedded state: weight beyond 2.5 w from centre = {far_weight:.5f}")
print(f"example: effective mass = {mass_ratio} electron masses")
print(f"example: width = {width_nm:.1f} nm")
print(f"example: threshold E1 = {e1_mev:.3f} meV")
for shape in ("bend", "cross"):
    eps = energy[shape]
    decay = width_nm / (PI * np.sqrt(1 - eps))
    print(f"example {shape}: bound energy = {eps*e1_mev:.3f} meV")
    print(f"example {shape}: binding energy = {(1-eps)*e1_mev:.3f} meV")
    print(f"example {shape}: amplitude decay length = {decay:.2f} nm")
print(f"example embedded: energy = {4*energy['bend']*e1_mev:.2f} meV")
print("ALL CHECKS PASSED")
```

Output:

```
Energies eps are in units of the first threshold E1
bend: M11 at threshold (w=1) = -1.0000
bend: one-mode upper bound eps = 0.9464
bend: eps with 50 modes = 0.929276
bend: eps with 100 modes = 0.929182
bend: eps with 200 modes = 0.929145
bend: eps with 400 modes = 0.929130
bend: convergence exponent = 1.327
bend: extrapolated eps = 0.92912
bend: finite-difference eps = 0.92912
bend: next box level, finest grid, eps = 1.0183
bend: S residue in k^2, 40 modes (1/w^2) = -1.53183
bend: residue from spatial norm (1/w^2) = -1.53183
bend: probability in junction square = 0.4499
cross: M11 at threshold (w=1) = -4.0000
cross: one-mode upper bound eps = 0.6812
cross: eps with 50 modes = 0.659732
cross: eps with 100 modes = 0.659656
cross: eps with 200 modes = 0.659626
cross: eps with 400 modes = 0.659614
cross: convergence exponent = 1.333
cross: extrapolated eps = 0.65961
cross: finite-difference eps = 0.65961
cross: next box level, finest grid, eps = 1.0461
cross: S residue in k^2, 40 modes (1/w^2) = -4.47508
cross: residue from spatial norm (1/w^2) = -4.47508
cross: probability in junction square = 0.6662
embedded cross state: 4 x bend eps = 3.7165
embedded cross state: finite-difference eps = 3.7164
embedded state: weight beyond 2.5 w from centre = 0.00072
example: effective mass = 0.07 electron masses
example: width = 20.0 nm
example: threshold E1 = 13.430 meV
example bend: bound energy = 12.478 meV
example bend: binding energy = 0.952 meV
example bend: amplitude decay length = 23.91 nm
example cross: bound energy = 8.858 meV
example cross: binding energy = 4.571 meV
example cross: amplitude decay length = 10.91 nm
example embedded: energy = 49.91 meV
ALL CHECKS PASSED
```
